# Why the Be+ core-hole state is a resonance, not a minimum: a program that tests the result

```python
"""Core-hole state of Be+ (1s 2s^2, doublet S): saddle point and resonance.

Claims tested, with s orbitals only:
 * the self-consistent core-hole determinant is a saddle; descent collapses it;
 * unprojected roots of fixed index fall towards the Be2+ 1s^2 threshold;
 * the lowest root without filled-core configurations (CVS) is stable;
 * avoided crossings have gap 2|V| and give a basis-independent width
   Gamma = (pi/2) gap^2 / (dE/dn), n = index of discretized continuum level.
Basis: u_k(r) ~ r exp(-zeta r) L_k^(2)(2 zeta r), orthonormal on r > 0.
P = core orbital doubly occupied, Q = all other configurations.
Atomic units inside; eV for printed differences.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.linalg import eigh, expm
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre
from pyscf import gto, scf, fci

EV = const.physical_constants["Hartree energy in eV"][0]
HBAR_EV_FS = const.hbar / const.e * 1e15
NMAX, NCOMPACT, ZETA = 22, 6, 2.5


def unit_exponent_integrals(n):
    """Kinetic, 1/r and repulsion integrals for zeta = 1."""
    rmax, nq = 100.0, 14
    edges = rmax * np.linspace(0, 1, 61) ** 2
    x, w = leg.leggauss(nq)
    primitive = leg.legint(np.eye(nq), lbnd=-1)
    cumulative = leg.legval(x, primitive).T @ np.linalg.inv(leg.legvander(x, nq - 1))
    half = np.diff(edges)[:, None] / 2
    r = edges[:-1, None] + half + half * x
    weight = half * w
    y = 2 * r
    u, du = [], []
    for k in range(n):
        c = np.sqrt(2 / ((k + 1) * (k + 2)))
        lag = eval_genlaguerre(k, 2, y)
        dlag = -eval_genlaguerre(k - 1, 3, y) if k else np.zeros_like(y)
        u.append(c * y * np.exp(-r) * lag)
        du.append(2 * c * np.exp(-r) * (lag * (1 - y / 2) + y * dlag))
    u, du = np.array(u), np.array(du)
    overlap = np.einsum("ipq,jpq,pq->ij", u, u, weight)
    assert np.allclose(overlap, np.eye(n), atol=1e-8)
    kinetic = 0.5 * np.einsum("ipq,jpq,pq->ij", du, du, weight)
    inverse_r = np.einsum("ipq,jpq,pq->ij", u, u, weight / r)
    # 1/r_> equals the integral of ds/s^2 from r_> to infinity
    rho = u[:, None] * u[None]
    total = (rho * weight).sum(-1)
    before = np.cumsum(total, axis=-1) - total
    charge = before[..., None] + (rho @ cumulative.T) * half
    a = (charge * np.sqrt(weight) / r).reshape(n * n, -1)
    unit = np.eye(n).ravel()
    repulsion = (a @ a.T + np.outer(unit, unit) / rmax).reshape(n, n, n, n)
    return kinetic, inverse_r, repulsion


T1, V1, G1 = unit_exponent_integrals(NMAX)
assert abs(G1[0, 0, 0, 0] - 5 / 8) < 1e-8      # hydrogenic 1s repulsion


def integrals(n, zeta, charge=4):
    h = zeta**2 * T1[:n, :n] - charge * zeta * V1[:n, :n]
    return h, zeta * G1[:n, :n, :n, :n]


def two_electron_lowest(h, g, exchange_sign):
    """Lowest singlet (+1) or triplet (-1) energy of two electrons."""
    n = len(h)
    one = np.eye(n)
    ham = np.kron(h, one) + np.kron(one, h)
    ham = ham + g.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    full = np.eye(n * n)
    swap = full.reshape(n, n, n, n).transpose(1, 0, 2, 3).reshape(n * n, n * n)
    return np.linalg.eigvalsh(ham + 250 * (full - exchange_sign * swap))[0]


# ---------- determinant energy E[a b^2]: saddle and collapse ----------
NORB = 14
h_s, g_s = integrals(NORB, ZETA)
g_coul = g_s.reshape(NORB**2, NORB**2)
g_exch = g_s.transpose(0, 2, 1, 3).reshape(NORB**2, NORB**2)
pairs = [(1, 0)] + [(q, p) for p in (0, 1) for q in range(2, NORB)]
rows, cols = np.array(pairs).T


def fields(x):
    d = np.outer(x, x).ravel()
    return (g_coul @ d).reshape(NORB, NORB), (g_exch @ d).reshape(NORB, NORB)


def focks(a, b):
    ja, ka = fields(a)
    jb, kb = fields(b)
    return h_s + 2 * jb - kb, h_s + jb + ja - ka / 2


def energy(c):
    a, b = c[:, 0], c[:, 1]
    jb, kb = fields(b)
    return a @ h_s @ a + 2 * b @ h_s @ b + b @ jb @ b + a @ (2 * jb - kb) @ a


def gradient(c):
    fa, fb = focks(c[:, 0], c[:, 1])
    d = np.zeros((NORB, NORB))
    d[:, 0] = 2 * c.T @ fa @ c[:, 0]
    d[:, 1] = 4 * c.T @ fb @ c[:, 1]
    return (d - d.T)[rows, cols]


def rotate(c, x):
    k = np.zeros((NORB, NORB))
    k[rows, cols] = x
    return c @ expm(k - k.T)


def hessian(c, eps=1e-4):
    steps = eps * np.eye(len(rows))
    m = np.array([(gradient(rotate(c, s)) - gradient(rotate(c, -s))) / (2 * eps)
                  for s in steps])
    return (m + m.T) / 2


def optimize(c, downhill):
    """Newton search for a stationary point, or descent with |curvature|."""
    for _ in range(80):
        grad = gradient(c)
        if np.linalg.norm(grad) < 1e-7:
            break
        lam, vec = np.linalg.eigh(hessian(c))
        if downhill:
            lam = np.maximum(abs(lam), 0.05)
        step = -vec @ ((vec.T @ grad) / lam)
        c = rotate(c, step * min(1, 0.3 / np.linalg.norm(step)))
    assert np.linalg.norm(gradient(c)) < 1e-6
    return c


def lowest_orthogonal(f, x):
    return np.linalg.eigh(f + 1e3 * np.outer(x, x))[1][:, 0]


orb = np.linalg.eigh(h_s)[1]
core, val = orb[:, 0], orb[:, 1]
for _ in range(50):
    val = lowest_orthogonal(focks(core, val)[1], core)
    core = lowest_orthogonal(focks(core, val)[0], val)
frame = np.linalg.qr(np.column_stack([core, val, np.eye(NORB)]))[0]
trial = np.random.default_rng(1).normal(size=len(rows))
numeric = (energy(rotate(frame, 1e-4 * trial))
           - energy(rotate(frame, -1e-4 * trial))) / 2e-4
assert abs(numeric - gradient(frame) @ trial) < 1e-4
saddle = optimize(frame, downhill=False)
curv, modes = np.linalg.eigh(hessian(saddle))
e_saddle = energy(saddle)
bottom = optimize(rotate(saddle, 0.01 * modes[:, 0]), downhill=True)
e_bottom = energy(bottom)
core_overlap = abs(bottom[:, 1] @ saddle[:, 0])
assert abs(saddle[:, 0] @ core) > 0.98
assert (curv < 0).sum() == 1
assert np.linalg.eigvalsh(hessian(bottom))[0] > 0
assert core_overlap > 0.98

gauss = {"Be": [[0, [0.05 * 2.4**k, 1.0]] for k in range(14)]}
ion = gto.M(atom="Be 0 0 0", basis=gauss, charge=1, spin=1, verbose=0)
ion_hf = scf.ROHF(ion).run(conv_tol=1e-10)
atom = gto.M(atom="Be 0 0 0", basis=gauss, verbose=0)
e_atom = scf.RHF(atom).run(conv_tol=1e-10).e_tot
e_ion_fci = fci.FCI(ion_hf).kernel()[0]
assert abs(e_bottom - ion_hf.e_tot) < 1e-3     # two different finite bases


# ---------- three-electron configuration interaction ----------
def core_frame(n, zeta, screened=True):
    """Integrals with orbital 0 = core 1s (Be2+ HF, or bare-nucleus 1s)."""
    h, g = integrals(n, zeta)
    m = NCOMPACT
    c = np.linalg.eigh(h[:m, :m])[1][:, 0]
    for _ in range(40 if screened else 0):
        f = h[:m, :m] + np.einsum("ijkl,k,l->ij", g[:m, :m, :m, :m], c, c)
        c = np.linalg.eigh(f)[1][:, 0]
    u = np.eye(n)
    u[:m, :m] = np.linalg.qr(np.column_stack([c, np.eye(m)]))[0]
    g = np.einsum("ijkl,ia,jb,kc,ld->abcd", g, u, u, u, u, optimize=True)
    return u.T @ h @ u, g


def static_levels(n, zeta):
    """One electron in the field of the frozen 1s^2 core (total energies)."""
    h, g = core_frame(n, zeta)
    f = h[1:, 1:] + 2 * g[1:, 1:, 0, 0] - g[1:, 0, 0, 1:]
    return 2 * h[0, 0] + g[0, 0, 0, 0] + np.linalg.eigvalsh(f)


def hamiltonian(n, zeta, screened=True):
    h, g = core_frame(n, zeta, screened)
    dets = np.array([(i, j, k) for i in range(n) for j in range(i + 1, n)
                     for k in range(n)
                     if (i >= NCOMPACT) + (j >= NCOMPACT) + (k >= NCOMPACT) <= 1])
    i, j, k = dets.T[:, :, None]
    p, q, s = dets.T[:, None, :]
    ip, jq, iq, jp, ks = i == p, j == q, i == q, j == p, k == s

    def element(a, b):
        return h[a, b] * ks + g[a, b, k, s]

    ham = (element(i, p) * jq + element(j, q) * ip
           - element(i, q) * jp - element(j, p) * iq)
    ham = ham + ks * (g[i, p, j, q] - g[i, q, j, p]) + (ip & jq) * h[k, s]
    # S_- S_+ is 3 for quartets and 0 for doublets
    d = dets.T
    sign = np.where((d[0] < d[2]) & (d[2] < d[1]), -1.0, 1.0)
    sign = sign * ((d[2] != d[0]) & (d[2] != d[1]))
    key = np.sort(dets, axis=1) @ np.array([10000, 100, 1])
    quartet = np.outer(sign, sign) * (key[:, None] == key[None])
    filled = (d[0] == 0) & (d[2] == 0)
    return ham, quartet, filled, 2 * h[0, 0] + g[0, 0, 0, 0]


def solve(n, zeta, screened=True):
    ham, quartet, pmask, e_core = hamiltonian(n, zeta, screened)
    doublet = ham + 50 * quartet
    qmask = ~pmask
    roots, vec = eigh(doublet, subset_by_index=[0, n + 3])
    eq, cq = eigh(doublet[np.ix_(qmask, qmask)], subset_by_index=[0, 0])
    weight = (vec[qmask].T @ cq[:, 0]) ** 2
    ep, cp = np.linalg.eigh(ham[np.ix_(pmask, pmask)])
    coupling = cp.T @ ham[np.ix_(pmask, qmask)] @ cq[:, 0]
    return dict(roots=roots, weight=weight, main=int(np.argmax(weight)),
                eq=eq[0], ep=ep, coupling=coupling, e_core=e_core)


ham, quartet, _, _ = hamiltonian(9, ZETA)
assert abs(ham - ham.T).max() < 1e-9
assert abs(ham @ quartet - quartet @ ham).max() < 1e-8

h_c, g_c = integrals(NCOMPACT, ZETA)
threshold = two_electron_lowest(h_c, g_c, +1)
q_threshold = two_electron_lowest(h_c, g_c, -1)

sizes = [8, 12, 15, 18, 22]
scan = [solve(n, ZETA) for n in sizes]
fixed = scan[0]["main"]
fixed_e = np.array([s["roots"][fixed] for s in scan])
main_e = np.array([s["roots"][s["main"]] for s in scan])
cvs_e = np.array([s["eq"] for s in scan])
assert np.allclose(scan[1]["ep"], static_levels(12, ZETA), atol=1e-8)
assert abs(scan[-1]["roots"][0] - e_ion_fci) < 1e-3   # different finite bases
assert np.all(np.diff(fixed_e) < 0) and np.all(np.diff(cvs_e) < 1e-9)
assert fixed_e[-1] - threshold < 0.3 * (fixed_e[0] - threshold)
assert scan[-1]["main"] >= scan[0]["main"] + 5
assert threshold < cvs_e[-1] < q_threshold


def avoided_crossing(n, level, bracket, target):
    z0 = brentq(lambda z: static_levels(n, z)[level] - target, *bracket, xtol=1e-5)
    for step in (0.04, 0.01):
        shifts = step * np.array([-1.0, 0.0, 1.0])
        data = [solve(n, z0 + s) for s in shifts]
        gap, mid = [], []
        for d in data:
            m, w = d["main"], d["weight"]
            other = m + 1 if w[m + 1] > w[m - 1] else m - 1
            gap.append(abs(d["roots"][m] - d["roots"][other]))
            mid.append((d["roots"][m] + d["roots"][other]) / 2)
        fit = np.polyfit(shifts, np.array(gap) ** 2, 2)
        dz = -fit[1] / (2 * fit[0])
        center, z0 = data[1], z0 + dz
    assert fit[0] > 0 and abs(dz) < 0.02
    min_gap = np.sqrt(np.polyval(fit, dz))
    position = np.polyval(np.polyfit(shifts, mid, 2), dz)
    k = np.sqrt(2 * (center["ep"][level - 1:level + 2] - center["e_core"]))
    spacing = k[1] * (k[2] - k[0]) / 2
    return dict(n=n, zeta=z0, gap=min_gap, position=position, spacing=spacing,
                two_v=2 * abs(center["coupling"][level]), eq=center["eq"],
                width=np.pi / 2 * min_gap**2 / spacing,
                share=center["weight"].max())


crossings = []
for n in (12, 18):
    above = int(np.searchsorted(static_levels(n, ZETA), cvs_e[-1]))
    crossings.append(avoided_crossing(n, above, (1.5, ZETA), cvs_e[-1]))
    crossings.append(avoided_crossing(n, above - 1, (ZETA, 3.8), cvs_e[-1]))
widths = np.array([c["width"] for c in crossings])
positions = np.array([c["position"] for c in crossings])
gaps = np.array([c["gap"] for c in crossings])
cvs_cross = np.array([c["eq"] for c in crossings])
for c in crossings:
    # the coupling omits the correlation of the 1s^2 ion: second-order effect
    assert abs(c["two_v"] / c["gap"] - 1) < 0.20
    assert c["share"] < 0.75
assert widths.max() / widths.min() < 1.20      # finite-difference level density
assert np.ptp(positions) * EV < 0.15
assert gaps.min() / 2 > 5 * np.ptp(cvs_cross)
e_res, width = positions.mean(), widths.mean()
assert abs(e_saddle - e_res) * EV < 1.5 and e_res > threshold
other_core = solve(15, ZETA, screened=False)["eq"] - cvs_e[2]

# ---------- counterexample: Li+ 1s2s triplet is bound ----------
li_triplet = two_electron_lowest(*integrals(12, 2.0, charge=3), -1)
li_threshold = np.linalg.eigvalsh(integrals(12, 2.0, charge=3)[0])[0]
assert li_triplet < li_threshold and abs(li_threshold + 4.5) < 1e-5

print(f"Basis exponent zeta in size scan: {ZETA:.2f} 1/bohr; compact functions: {NCOMPACT}")
print(f"SCF basis size: {NORB} functions")
print(f"Be RHF energy (Gaussian basis): {e_atom:.5f} hartree")
print(f"Be+ core-hole saddle energy: {e_saddle:.5f} hartree")
print(f"Delta-SCF 1s ionization energy: {(e_saddle - e_atom) * EV:.2f} eV")
print(f"Negative Hessian eigenvalues at saddle: {(curv < 0).sum()}")
print(f"Two lowest curvatures: {curv[0]:.3f}, {curv[1]:.3f} hartree/rad^2")
print(f"Energy after collapse: {e_bottom:.5f} hartree")
print(f"Be+ 1s2 2s ROHF (Gaussian basis): {ion_hf.e_tot:.5f} hartree")
print(f"Energy lost in collapse: {(e_saddle - e_bottom) * EV:.2f} eV")
print(f"Overlap of final doubly occupied orbital with old core: {core_overlap:.4f}")
print(f"Be+ ground CI energy, Laguerre: {scan[-1]['roots'][0]:.5f} hartree")
print(f"Be+ ground full CI, Gaussian s basis: {e_ion_fci:.5f} hartree")
print(f"Be2+ 1s2 threshold: {threshold:.5f} hartree")
print(f"Be2+ 1s2s triplet (Q threshold): {q_threshold:.5f} hartree")
print(f"Q threshold above CVS root: {(q_threshold - cvs_e[-1]) * EV:.2f} eV")
print("Size scan, energies in eV above the Be2+ 1s2 threshold (roots count from 1):")
for n, s, ef, em, ec in zip(sizes, scan, fixed_e, main_e, cvs_e):
    print(f" N={n}: root {fixed + 1} at {(ef - threshold) * EV:.3f};"
          f" core-hole root {s['main'] + 1} at {(em - threshold) * EV:.3f},"
          f" weight {s['weight'].max():.3f}; CVS {(ec - threshold) * EV:.3f}")
print("Avoided crossings (zeta in 1/bohr, energies in eV):")
for c in crossings:
    print(f" N={c['n']} zeta={c['zeta']:.4f}: gap {c['gap'] * EV:.3f},"
          f" 2|V| {c['two_v'] * EV:.3f}, dE/dn {c['spacing'] * EV:.2f},"
          f" width {c['width'] * EV:.4f},"
          f" position {(c['position'] - threshold) * EV:.3f},"
          f" largest weight {c['share']:.3f}")
print(f"CVS root spread over the four crossings: {np.ptp(cvs_cross) * EV:.4f} eV")
print(f"Mean resonance energy above threshold: {(e_res - threshold) * EV:.2f} eV")
print(f"Mean resonance total energy: {e_res:.4f} hartree")
print(f"Mean resonance minus mean CVS energy: {(e_res - cvs_cross.mean()) * EV:.3f} eV")
print(f"Saddle minus resonance energy: {(e_saddle - e_res) * EV:.3f} eV")
print(f"Mean width: {width * EV:.4f} eV; lifetime: {HBAR_EV_FS / (width * EV):.2f} fs")
print(f"CVS change with bare-nucleus core orbital (N=15): {other_core * EV:.3f} eV")
print(f"Li+ 1s2s triplet: {li_triplet:.5f} hartree; Li2+ 1s: {li_threshold:.5f} hartree")
print(f"Li+ triplet binding below Li2+ threshold: {(li_threshold - li_triplet) * EV:.2f} eV")
print("PASS")
```

It prints:

```
Basis exponent zeta in size scan: 2.50 1/bohr; compact functions: 6
SCF basis size: 14 functions
Be RHF energy (Gaussian basis): -14.57286 hartree
Be+ core-hole saddle energy: -10.04050 hartree
Delta-SCF 1s ionization energy: 123.33 eV
Negative Hessian eigenvalues at saddle: 1
Two lowest curvatures: -8.372, 2.117 hartree/rad^2
Energy after collapse: -14.27739 hartree
Be+ 1s2 2s ROHF (Gaussian basis): -14.27726 hartree
Energy lost in collapse: 115.29 eV
Overlap of final doubly occupied orbital with old core: 0.9978
Be+ ground CI energy, Laguerre: -14.29262 hartree
Be+ ground full CI, Gaussian s basis: -14.29264 hartree
Be2+ 1s2 threshold: -13.62578 hartree
Be2+ 1s2s triplet (Q threshold): -9.29554 hartree
Q threshold above CVS root: 20.66 eV
Size scan, energies in eV above the Be2+ 1s2 threshold (roots count from 1):
 N=8: root 5 at 97.162; core-hole root 5 at 97.162, weight 0.999; CVS 97.172
 N=12: root 5 at 27.690; core-hole root 7 at 97.134, weight 0.995; CVS 97.169
 N=15: root 5 at 12.527; core-hole root 9 at 97.172, weight 0.999; CVS 97.169
 N=18: root 5 at 6.083; core-hole root 11 at 97.238, weight 0.978; CVS 97.169
 N=22: root 5 at 2.118; core-hole root 13 at 97.193, weight 0.995; CVS 97.169
Avoided crossings (zeta in 1/bohr, energies in eV):
 N=12 zeta=2.4164: gap 1.154, 2|V| 1.153, dE/dn 62.56, width 0.0334, position 97.168, largest weight 0.520
 N=12 zeta=3.0794: gap 1.146, 2|V| 1.146, dE/dn 61.23, width 0.0337, position 97.170, largest weight 0.512
 N=18 zeta=2.1403: gap 0.935, 2|V| 0.935, dE/dn 40.44, width 0.0340, position 97.168, largest weight 0.527
 N=18 zeta=2.5327: gap 0.919, 2|V| 0.919, dE/dn 38.92, width 0.0341, position 97.169, largest weight 0.519
CVS root spread over the four crossings: 0.0017 eV
Mean resonance energy above threshold: 97.17 eV
Mean resonance total energy: -10.0549 hartree
Mean resonance minus mean CVS energy: -0.001 eV
Saddle minus resonance energy: 0.391 eV
Mean width: 0.0338 eV; lifetime: 19.48 fs
CVS change with bare-nucleus core orbital (N=15): -0.307 eV
Li+ 1s2s triplet: -5.10938 hartree; Li2+ 1s: -4.50000 hartree
Li+ triplet binding below Li2+ threshold: 16.58 eV
PASS
```
